\section*{Ideality of a Schottky contact with semiconductor-controlled interface traps, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a capacitive divider to the general ideality}

\subsection{A contact whose charge sits in its traps}

Take a metal, a thin insulating interlayer and an n-type semiconductor. Let the doping be so light that the depletion charge can be ignored beside the charge in interface traps. Let the traps have a constant density $D$ per area and energy, and let them be filled up to the Fermi level of the semiconductor. This contact is two capacitors in disguise, and its current-voltage slope can be found with linear algebra.

The energies come first. A forward bias $V$ makes the metal positive, so the metal Fermi level lies $qV$ below that of the semiconductor, where $q>0$ is the elementary charge. The bands of the semiconductor bend upward by $\psi$ volts at the surface. In the neutral bulk the conduction band edge lies $qV_n$ above the Fermi level. At the surface it therefore lies $q(\psi+V_n)$ above the semiconductor Fermi level, and above the metal Fermi level by $q\phi_b$, with
\begin{equation}
\phi_b=\psi+V_n+V. \label{eq:phib1}
\end{equation}

The same height can be reached through the interlayer. Let $\Delta$ be the electrostatic potential at the semiconductor side minus that at the metal side. Starting at the metal Fermi level, go up by the metal work function to the vacuum level. Crossing the interlayer then changes the energy of an electron by $-q\Delta$, since its charge is negative. Finally go down by the electron affinity to the conduction band edge. With $q\Phi$ denoting the work function minus the affinity,
\begin{equation}
\phi_b=\Phi-\Delta. \label{eq:phib2}
\end{equation}
Equating the two expressions gives
\begin{equation}
\Delta=\Phi-V_n-V-\psi. \label{eq:delta}
\end{equation}

Now the charges. The interlayer has thickness $d$, permittivity $\varepsilon_i$ and capacitance per area $C_i=\varepsilon_i/d$. A positive $\Delta$ means a field $\Delta/d$ pointing from semiconductor to metal. That field starts on positive charge at the semiconductor side, so Gauss's law makes the total charge per area there equal to $\varepsilon_i\Delta/d=C_i\Delta$. In this first case all of it is trap charge $Q_{it}$.

Measure trap energies from the valence band edge at the surface, and let $E_n$ be the filling level at which the traps are neutral as a whole. With gap $E_g$, the semiconductor Fermi level at the surface is
\begin{equation}
E_F=E_g-q(\psi+V_n). \label{eq:ef}
\end{equation}
Filling the traps from $E_n$ to $E_F$ adds $D(E_F-E_n)$ electrons per area, hence
\begin{equation}
Q_{it}=-qD(E_F-E_n)=q^2D(\psi-\psi_n),\qquad \psi_n=\frac{E_g-E_n}{q}-V_n .
\end{equation}
The second form follows by inserting \eqref{eq:ef}. Larger band bending lifts traps above the Fermi level and empties them, so the charge becomes more positive. The coefficient $C_{it}=q^2D$ is a capacitance per area. If $D$ is quoted per eV, its value is $q$ in coulombs times that density, in farads per area.

The balance $C_i\Delta=Q_{it}$ is linear:
\begin{equation}
C_i(\Phi-V_n-V-\psi)=C_{it}(\psi-\psi_n).
\end{equation}
Collecting the terms in $\psi$ gives
\begin{equation}
\psi=\frac{C_i(\Phi-V_n-V)+C_{it}\psi_n}{C_i+C_{it}},\qquad
-\frac{dV}{d\psi}=1+\frac{C_{it}}{C_i}. \label{eq:simple}
\end{equation}
If the current is proportional to $e^{-\psi/V_t}$, with $V_t=kT/q$, a bias increment raises $\ln J$ by $1/(1+C_{it}/C_i)$ of the ideal amount. The ideality factor is then $1+C_{it}/C_i$.

Two limits show what happens. For $C_{it}\ll C_i$ all of the added bias reduces the band bending, and the ideality is one. For $C_{it}\gg C_i$ a tiny shift of $\psi$ moves so much charge that the interlayer takes nearly all of the added bias. The barrier seen from the semiconductor is then pinned, and the current rises slowly.

\subsection{What the current must satisfy}

The proportionality $J\propto e^{-\psi/V_t}$ needs a derivation, including the electrons that come back from the metal. Assume a non-degenerate semiconductor and an electron Fermi level that stays flat from the bulk to the surface. With effective density of states $N_c$, the surface electron density is
\begin{equation}
n_s=N_c\,e^{-(\psi+V_n)/V_t}. \label{eq:ns}
\end{equation}

The velocity component $v$ normal to the surface has a Gaussian distribution with variance $kT/m_n$, where $1/m_n$ is the normal component of the inverse mass tensor. The one-way flux is $n_sv_R$, with
\begin{equation}
v_R=\int_0^\infty v\,\frac{e^{-m_nv^2/2kT}}{\sqrt{2\pi kT/m_n}}\,dv
=\sqrt{\frac{kT}{2\pi m_n}} . \label{eq:vr}
\end{equation}
The integral of $v\,e^{-m_nv^2/2kT}$ is $kT/m_n$, and division by the normalization gives the result.

Let a fraction $\theta$ of this flux reach the metal. The reverse flux passes through the same surface states with the same transmission, but their filling follows the metal Fermi level, which is lower by $qV$. Its Boltzmann factor is smaller by $e^{-V/V_t}$. The net current density is
\begin{equation}
J=q\theta v_Rn_s\left(1-e^{-V/V_t}\right). \label{eq:j}
\end{equation}
The bracket is a property of detailed balance and says nothing about how the bias is divided. It is removed in the definition of the local ideality:
\begin{equation}
\frac1n=V_t\frac{d}{dV}\ln\frac{J}{1-e^{-V/V_t}}. \label{eq:ndef}
\end{equation}
If $\theta$ does not depend on bias, \eqref{eq:ns} and \eqref{eq:j} give
\begin{equation}
\frac1n=-\frac{d\psi}{dV}. \label{eq:nslope}
\end{equation}
The ideality thus measures how $\psi$ responds to $V$.

If the bracket is kept, its logarithmic derivative is
\begin{equation}
V_t\frac{d}{dV}\ln(1-e^{-V/V_t})=\frac{e^{-V/V_t}}{1-e^{-V/V_t}}
=\frac{1}{e^{V/V_t}-1}. \label{eq:raw}
\end{equation}
This positive term makes the slope of the plain $\ln J$ too steep at small forward bias. It fades once $V$ is several $V_t$.

\subsection{Adding the depletion charge}

Restore a donor density $N$. Let $u(z)$ be the upward band bending at depth $z$, with $u(0)=\psi$ and $u=0$ in the bulk. The electrostatic potential is $-u$ up to a constant, so Poisson's equation is $u''=\rho/\varepsilon_s$. With ionized donors, Boltzmann electrons and negligible hole charge,
\begin{equation}
u''=\frac{qN}{\varepsilon_s}\left(1-e^{-u/V_t}\right).
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\tfrac12(u')^2=\frac{qN}{\varepsilon_s}\left[u-V_t\left(1-e^{-u/V_t}\right)\right].
\end{equation}
The field is $-d(-u)/dz=u'$. It vanishes in the bulk and is negative at the surface, so the enclosed charge is $Q_{sc}=-\varepsilon_su'(0)>0$:
\begin{equation}
Q_{sc}=\sqrt{2q\varepsilon_sN\left[\psi-V_t\left(1-e^{-\psi/V_t}\right)\right]}. \label{eq:qsc}
\end{equation}
Differentiating $Q_{sc}^2$ with respect to $\psi$ and dividing by $2Q_{sc}$ gives
\begin{equation}
C_D=\frac{dQ_{sc}}{d\psi}=\frac{q\varepsilon_sN(1-e^{-\psi/V_t})}{Q_{sc}}. \label{eq:cdfull}
\end{equation}
In depletion $e^{-\psi/V_t}\ll1$. Then $Q_{sc}=qNW$, with
\begin{equation}
W=\sqrt{\frac{2\varepsilon_s(\psi-V_t)}{qN}},\qquad C_D=\frac{\varepsilon_s}{W}. \label{eq:cd}
\end{equation}
The subtraction of $V_t$ comes from the electron tail at the edge of the depletion layer.

Allow also a constant fixed charge $Q_f$ at the interface. Gauss's law becomes
\begin{equation}
C_i(\Phi-V_n-V-\psi)=Q_{sc}(\psi)+Q_{it}(\psi)+Q_f. \label{eq:balance}
\end{equation}
The fixed charge shifts the working point, and it drops out on differentiation. Without traps, $-C_i(dV+d\psi)=C_Dd\psi$, and so $n=1+C_D/C_i$.

This limit was tested without using the depletion approximation. Poisson's equation was solved on a mesh, with the interlayer as boundary condition. The thermionic current was integrated over energy, and its logarithm was differentiated numerically. To make the depletion term visible, the interlayer was 50 nm thick with relative permittivity 30. The semiconductor had relative permittivity 16 and $N=10^{16}$ cm$^{-3}$, with $\Phi=0.55$ V, $V=0.10$ V and temperature 300 K. The mesh gave $n=1.1457$, and the formula with \eqref{eq:cd} gave 1.1457.

\subsection{Traps at finite temperature}

A real trap density $D_{it}(E)$ varies with energy, and its filling is smeared. An acceptor trap is neutral when empty and carries $-q$ when filled. A donor trap carries $+q$ when empty and is neutral when filled. In both cases one added electron changes the charge by $-q$. If $N_D$ is the number of donor traps per area,
\begin{equation}
Q_{it}=qN_D-q\int_0^{E_g}D_{it}(E)f(E)\,dE,\quad
f=\frac{1}{1+e^{(E-E_F)/kT}}. \label{eq:qit}
\end{equation}
Any level degeneracy is absorbed in the trap energy. Equation \eqref{eq:ef} gives $dE_F/d\psi=-q$. Since $f$ depends on $E-E_F$, also $\partial f/\partial E_F=-\partial f/\partial E$. Therefore
\begin{equation}
C_{it}=\frac{dQ_{it}}{d\psi}=q^2\int_0^{E_g}D_{it}(E)\left(-\frac{\partial f}{\partial E}\right)dE. \label{eq:cit}
\end{equation}
The two minus signs, one from the electron charge and one from the falling Fermi level, make the capacitance positive.

The weight $-\partial f/\partial E$ is a peak of width a few $kT$ at $E_F$. If $E_F$ lies many $kT$ from both band edges, the integration limits may be moved to infinity. The weight then has unit area and is even in $s=(E-E_F)/kT$. Its second moment follows from expanding in powers of $e^{-s}$ for $s>0$:
\begin{align}
\int_{-\infty}^{\infty}\frac{s^2e^{-s}}{(1+e^{-s})^2}\,ds
&=2\sum_{k=1}^\infty(-1)^{k+1}k\int_0^\infty s^2e^{-ks}ds\nonumber\\
&=4\sum_{k=1}^\infty\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3}.
\end{align}
Here the inner integral is $2/k^3$. The alternating sum is half of $\sum1/k^2=\pi^2/6$, because subtracting twice the even terms removes half of the full sum. A Taylor expansion of $D_{it}$ to second order gives
\begin{equation}
C_{it}\simeq q^2\left[D_{it}(E_F)+\frac{\pi^2}{6}(kT)^2D_{it}''(E_F)\right]. \label{eq:somm}
\end{equation}

For a test of this term, take $D_{it}=5\times10^{12}+2.75\times10^{14}(E-E_g/2)^2$ in cm$^{-2}$ eV$^{-1}$, with $E$ in eV. The interlayer is 5 nm thick, $\Phi=0.30$ V, $E_g=0.66$ eV and $E_n=0.10$ eV, and the other values are as before. At 0.10 V the density at $E_F$ is $5.84\times10^{12}$, and its thermal average is $6.44\times10^{12}$ cm$^{-2}$ eV$^{-1}$. The mesh solution gives $n=1.2177$. The formula gives 1.2184 with the average and 1.2002 without it.

The remaining 0.0007 can be traced. The density at $E_F$ places the Fermi level 0.055 eV from midgap, and the charge balance selects the upper side, hence $\psi\simeq0.095$ V, or $3.7V_t$. At this small bending \eqref{eq:cdfull} is 3\% below $\varepsilon_s/W\simeq0.128$ $\mu$F/cm$^2$. Dividing the difference by $C_i=5.31$ $\mu$F/cm$^2$ gives 0.0007.

\subsection{The general result}

Differentiate \eqref{eq:balance} along the bias sweep:
\begin{equation}
-C_i(dV+d\psi)=(C_D+C_{it})d\psi.
\end{equation}
Move $C_id\psi$ to the right and divide by $-C_id\psi$. With \eqref{eq:nslope},
\begin{equation}
\boxed{n=-\frac{dV}{d\psi}=1+\frac{C_D+C_{it}}{C_i}.} \label{eq:main}
\end{equation}
Depletion charge and trap charge both respond to $\psi$, so their capacitances add in parallel. The interlayer is in series with the pair.

The result is a local slope. Between two biases, \eqref{eq:ndef} integrates to an average of $1/n$, so a straight-line fit returns an average over its range. The sweep must also be slow enough for the traps to refill.
\newpage
\section{Who fills the traps, and a TiO$_2$/Ge contact}

\subsection{Symbols and results carried over}

The forward bias is $V$, the upward surface band bending $\psi$, and the bulk distance from Fermi level to conduction band $V_n$, all in volts. The interlayer potential, semiconductor side minus metal side, is $\Delta=\Phi-V_n-V-\psi$. Here $q\Phi$ is the metal work function minus the electron affinity. The capacitances per area are $C_i=\varepsilon_i/d$ for the interlayer, $C_D=\varepsilon_s/W$ for the depletion layer and $C_{it}=q^2D_{it}$ for a flat trap density. The thermal voltage is $V_t=kT/q$.

The surface electron density is $n_s=N_ce^{-(\psi+V_n)/V_t}$ and the one-way thermal velocity is $v_R$. The current is $J=q\theta v_Rn_s(1-e^{-V/V_t})$, with transmission $\theta$. The ideality is defined by $1/n=V_t\,d\ln[J/(1-e^{-V/V_t})]/dV$. For constant $\theta$ and traps filled by the semiconductor, $1/n=-d\psi/dV$ and $n=1+(C_D+C_{it})/C_i$. It follows that
\begin{equation}
\frac{d\Delta}{dV}=-1-\frac{d\psi}{dV}=-\frac{n-1}{n}. \label{eq:share}
\end{equation}
The interlayer takes the share $(n-1)/n$ of each bias increment.

\subsection{Traps controlled by the metal}

Suppose that a part of the traps, with capacitance $C_a$, follows the semiconductor, while the rest, with capacitance $C_b$, follows the metal. The division is held fixed as the bias changes. The conduction band edge lies $\psi+V_n$ above the first filling level and $\psi+V_n+V$ above the second. The charge of the second part therefore changes by $C_b(d\psi+dV)$. Gauss's law gives
\begin{align}
-C_i(dV+d\psi)&=(C_D+C_a)d\psi+C_b(d\psi+dV),\nonumber\\
-(C_i+C_b)dV&=(C_i+C_b+C_D+C_a)d\psi .
\end{align}
Hence
\begin{equation}
n=1+\frac{C_D+C_a}{C_i+C_b}. \label{eq:two}
\end{equation}
Metal-controlled traps act in parallel with the interlayer. They hold the barrier fixed relative to the metal, so more of the bias goes into reducing $\psi$. An ideality near one can therefore coexist with many traps.

The filling is decided by exchange rates. Let a trap capture electrons from the semiconductor at rate $c_n$ when empty, and emit them at rate $e_n$ when filled. Its occupation obeys
\begin{equation}
\dot f=c_n(1-f)-e_nf=-r_s(f-f_s),\qquad r_s=c_n+e_n,
\end{equation}
where $f_s=c_n/r_s$ is the occupation in equilibrium with the semiconductor. Let exchange with the metal add $-r_m(f-f_m)$. In the steady state
\begin{equation}
f-f_s=\frac{r_m}{r_s+r_m}(f_m-f_s). \label{eq:rates}
\end{equation}
Semiconductor control requires $r_m\ll r_s$.

For bias-independent transmission, the ideality is now known both when all traps follow the semiconductor and when a fixed part of them follows the metal. It remains to treat transmission that varies with bias, to work out the TiO$_2$/Ge example, and to check the trap assumption and other neglected effects there.

Numbers in the example were calculated in double precision.
